\section*{Layered dielectric response from monolayer monopoles and dipoles, tested on coupled sheets}

\section{The situation and the model}

A charge in or near a two-dimensional channel is screened by every layer of the stack around it. The layers may differ and may have incommensurate lattices, so one calculation for the whole stack can be costly or impossible. If electrons do not pass between layers, the layers interact through the Coulomb potential alone, and each can be characterized once, in isolation. The question is how much of a monolayer's response must be kept. The scheme below keeps its response to a constant potential (monopole) and to a linear one (dipole).

We treat the static linear response at in-plane wave number $q>0$, averaged over the in-plane lattice. In Gaussian form, a charged sheet of unit amplitude at $z'$ has a potential obeying $\phi''-q^2\phi=-4\pi\delta(z-z')$. The decaying solution whose slope jumps by $-4\pi$ is
\begin{equation}
v(z,z')=\frac{2\pi}{q}e^{-q|z-z'|}.
\end{equation}
The screened self-interaction $W$ of a unit test charge is then a length; multiplication by $e^2/(4\pi\epsilon_0)=14.40$ eV\,\AA{} gives eV\,\AA$^2$.

The reference model resolves each layer into atomic sheets. In-plane polarization $-\alpha_a\nabla\phi$ leaves the charge $\alpha_a\nabla^2\phi=-q^2\alpha_a\phi_a$ on sheet $a$. A bond between neighbouring sheets of one layer moves a charge $\kappa_b$ per unit potential difference. Let the vector $b$ have entries $+1$ and $-1$ on the two sheets of the bond. Then
\begin{equation}
\sigma=-P^0\phi,\qquad P^0=q^2\,\mathrm{diag}(\alpha)+\sum_b\kappa_b\,bb^T ,
\end{equation}
which is positive definite for $\alpha_a>0$, $\kappa_b\ge0$. With $\phi=\varphi+v\sigma$, where $\varphi$ is the potential of the test charge, the direct solution is
\begin{equation}
(1+vP^0)\phi=\varphi,\qquad W=\frac{2\pi}{q}+\varphi^T\sigma .
\label{direct}
\end{equation}

\section{The scheme}

For isolated layer $i$ the response to an external potential is $\rho=-P_i\varphi$, with
\begin{equation}
P_i=P_i^0(1+v_{ii}P_i^0)^{-1}=\left[(P_i^0)^{-1}+v_{ii}\right]^{-1}.
\end{equation}
Let the columns of $F$ be the probes $f_0=1$ and $f_1=z$, with $z$ measured from the layer centre. Define
\begin{equation}
G_i=-F^TP_iF,\qquad R_i=-P_iFG_i^{-1}.
\end{equation}
The columns of $R_i$ are density profiles with $F^TR_i=1$: one has unit charge and no dipole, the other unit dipole and no charge. In a mirror-symmetric layer $G_i$ is diagonal; otherwise its off-diagonal element must be kept. A layer of a single sheet has no out-of-plane dipole, so $G_i$ would be singular; for such a layer only $f_0$ is kept.

In the stack, layer $i$ feels the local potential $\Phi_i=\varphi_i+\sum_{j\ne i}v_{ij}\rho_j$. Since $G_iR_i^T=-F^TP_i$, the numbers $a_i=G_iR_i^T\Phi_i$ are the true charge and dipole induced by $\Phi_i$, whatever its shape. The approximation is to replace the density by $R_ia_i$:
\begin{equation}
a_i=G_i\Big[R_i^T\varphi_i+\sum_{j\ne i}R_i^Tv_{ij}R_j\,a_j\Big],
\qquad W_N=\frac{2\pi}{q}+\sum_i\varphi_i^TR_ia_i .
\label{assembly}
\end{equation}

\begin{verbatim}
for each layer type and each q:
    P = P0 (1 + v P0)^-1            # isolated layer
    G = -F^T P F ;  R = -P F G^-1
for each q:
    H_ii = -G_i^-1
    H_ij = R_i^T v_ij R_j           # i != j
    d_i  = R_i^T phi_i              # test-charge potential
    solve H a = -d
    W_N  = 2 pi/q + d^T a
\end{verbatim}

\section{Why the error has a sign}

Consider the energy
\begin{equation}
E[\rho]=\tfrac12\rho^T\left[(P^0)^{-1}+v\right]\rho+\rho^T\varphi .
\end{equation}
Its matrix is positive definite, because $P^0$ is, and because $v$ has the positive Fourier transform $4\pi/(q^2+k^2)$ in $z$. The minimum lies at $\rho=-[(P^0)^{-1}+v]^{-1}\varphi$, which is the direct solution, and there $E=\frac12\rho^T\varphi$. Hence $W=2\pi/q+2\min E$.

Now restrict the density to $\rho_i=R_ia_i$. The blocks within a layer become
\begin{align}
R_i^T\left[(P_i^0)^{-1}+v_{ii}\right]R_i
&=R_i^TP_i^{-1}R_i\nonumber\\
&=G_i^{-1}F^TP_i\,P_i^{-1}\,P_iFG_i^{-1}=-G_i^{-1},
\end{align}
and setting the derivative with respect to $a_i$ to zero gives
\begin{equation}
-G_i^{-1}a_i+\sum_{j\ne i}R_i^Tv_{ij}R_ja_j+R_i^T\varphi_i=0 ,
\end{equation}
which is Eq.~(\ref{assembly}). The scheme is a Ritz minimization. A restricted minimum cannot lie below the free one, and the monopole trial density $P_i1$ belongs to the monopole--dipole space, so
\begin{equation}
W_{\rm mono}\ge W_{\rm mono+dip}\ge W .
\label{bound}
\end{equation}
The scheme never overestimates static screening of the model it approximates. The proof needs positivity, so it does not carry over to a dynamical response near resonances.

\section{Probes that remove the truncation error}

Suppose that the layers do not overlap in $z$ and that the test charge lies outside them. Inside layer $i$ the local potential then has no sources and obeys $\Phi_i''=q^2\Phi_i$. It is a combination of
\begin{equation}
f_0=\cosh qz,\qquad f_1=\frac{\sinh qz}{q},
\label{harm}
\end{equation}
which reduce to $1$ and $z$ for $q\to0$. With these as probes, $\Phi_i=Fu_i$, and the direct density $-P_iFu_i$ lies in the span of $R_i$. The restricted minimum therefore equals the free one, and $W_N=W$ with the same $2\times2$ data per layer.

For a test charge inside layer $i$, $\Phi_i=\varphi_i+Fu_i$, and $\varphi_i$ has a cusp. The scheme replaces $P_i$ by
\begin{equation}
P_{N,i}=-R_iG_iR_i^T=P_iF(F^TP_iF)^{-1}F^TP_i .
\end{equation}
This satisfies $P_{N,i}F=P_iF$ and, by symmetry, $F^TP_{N,i}=F^TP_i$. The potential sent to a layer above involves the density only through $\sum_z e^{qz}\rho(z)$, and $e^{qz}=f_0+qf_1$; below, the sign of $q$ changes. The emitted potential is thus correct, and so are $u_i$ and all other densities. The only wrong term in $W_N$ is $-\varphi_i^TP_{N,i}\varphi_i$, which is the same in the stack and in the isolated layer. Therefore
\begin{equation}
\Delta W=W_{\rm stack}-W_{\rm isolated}
\end{equation}
is exact with the probes (\ref{harm}), provided both terms are computed in the same way. Adding $\Delta W$ to a full monolayer result for $W_{\rm isolated}$ then gives the stack.

These probes also simplify the coupling. For layer $i$ a distance $D$ above layer $j$, $F^TR=1$ gives
\begin{equation}
R_i^Tv_{ij}R_j=\frac{2\pi}{q}e^{-qD}
\begin{pmatrix}1\\-q\end{pmatrix}\begin{pmatrix}1&q\end{pmatrix},
\end{equation}
so the profiles need not be stored for outside charges.

\section{Long waves}

Take three sheets at $-h,0,h$ with bonds $\kappa_1,\kappa_2$. A charge pair $\pm\sigma$ on a bond produces, for $q\to0$, the field $4\pi\sigma$ between its sheets and none outside. For an applied potential drop $u$, $\sigma=\kappa(u-4\pi h\sigma)$, so each bond is an independent capacitor:
\begin{equation}
\sigma=ku,\qquad k=\frac{\kappa}{1+4\pi\kappa h}.
\end{equation}
The potential $z$ has drop $h$ on both bonds, which gives $-G_{11}\to\alpha_\perp=h^2(k_1+k_2)$. A constant potential has no drop, and only the in-plane term answers: $-G_{00}\to q^2\alpha_\parallel$ with $\alpha_\parallel=\sum_a\alpha_a$.

For an outside charge each layer feels $(2\pi/q)(1\pm qz+\dots)$. Its monopole and dipole energies both scale as $(2\pi/q)^2q^2$; the mixed term, with $G_{01}=O(q^2)$, and the coupling between layers are smaller by a factor of order $q$. Hence
\begin{equation}
W\to\frac{2\pi}{q}-4\pi^2\sum_j(\alpha_\parallel+\alpha_\perp)_j ,
\label{lw}
\end{equation}
and dropping the dipoles costs $4\pi^2\sum_j\alpha_{\perp,j}$. This regime requires $2\pi q\sum_j\alpha_{\parallel,j}\ll1$, and also $qd\ll1$, where $d$ is the distance from the charge to the farthest layer. For the stack below the first condition is the stricter one.

\subsection{Size of the truncation error}

Let $U$ contain the couplings $v_{ij}$ with $i\neq j$. The direct and approximate solutions obey $\rho=-P\Phi$, $\Phi=\varphi+U\rho$ and $\rho_N=-P_N\Phi_N$, $\Phi_N=\varphi+U\rho_N$. Substituting $\varphi=\Phi-U\rho$ in the first term below and $\varphi=\Phi_N-U\rho_N$ in the second, the terms with $U$ cancel by symmetry:
\begin{align}
W_N-W&=\varphi^T\rho_N-\varphi^T\rho=\Phi^T\rho_N-\Phi_N^T\rho\nonumber\\
&=\Phi^T(P-P_N)\Phi_N .
\label{err}
\end{align}
With probes $1,z$ the matrix $P-P_N$ annihilates both of them. Let $\Phi$ have bond drops $u_1,u_2$. At long waves, removing the part captured by $z$ leaves
\begin{equation}
k_1u_1^2+k_2u_2^2-\frac{(k_1u_1+k_2u_2)^2}{k_1+k_2}
=\frac{k_1k_2}{k_1+k_2}(u_1-u_2)^2 .
\end{equation}
The constant probe captures a further part of order $(q^2)^2/q^2$, which vanishes. The drops are $(-h^2,h^2)$ for $z^2$ and $(-h,h)$ for $|z|$. With $s=4k_1k_2/(k_1+k_2)$, the quadratic forms are $h^4s$ for $z^2$, $h^2s$ for $|z|$, and $h^3s$ for the mixed term. Three cases follow.

\emph{Charge outside.} The first part of $\Phi_j$ beyond $1,z$ is $(2\pi/q)(q^2z^2/2)=\pi qz^2$, so
\begin{equation}
W_N-W\to\pi^2q^2\sum_jh^4s_j .
\end{equation}

\emph{Charge on the central sheet of layer $i$.} Here $(2\pi/q)e^{-q|z|}=2\pi/q-2\pi|z|+\dots$, and the cusp gives an error that survives at $q\to0$:
\begin{equation}
W_N-W\to4\pi^2h^2s_i .
\label{cusp}
\end{equation}

\emph{The change $\Delta W$ for that charge.} The cusp term cancels against the isolated layer. The other layers return a potential whose value at the charge is $A=-4\pi^2S_i$, with $S_i=\sum_{j\ne i}(\alpha_\parallel+\alpha_\perp)_j$, by the argument for Eq.~(\ref{lw}). Its even part is $A(1+q^2z^2/2)$; its odd part is proportional to $z$ on the three sheets and drops out. The mixed term is $2(-2\pi)(q^2A/2)h^3s_i=8\pi^3q^2S_ih^3s_i$. The difference between $\Phi_N$ and $\Phi$ enters at higher order. With the outside-type errors of the other layers,
\begin{equation}
\Delta W_N-\Delta W\to q^2\Big[\pi^2\sum_{j\ne i}h^4s_j+8\pi^3h^3s_iS_i\Big].
\label{dw}
\end{equation}

\section{A four-layer stack}

The stack is A/B/A/B with spacing 6.5 \AA{} and $h=1.5$ \AA. From bottom to top sheet, A has $\alpha=(1.5,4,1.5)$ \AA{} and $\kappa=(0.2,0.2)$ \AA$^{-1}$; B has $\alpha=(1,3,2)$ \AA{} and $\kappa=(0.1,0.3)$ \AA$^{-1}$. These are round model values. One test charge lies 5 \AA{} above the top layer's centre, another on the central sheet of the second layer, which is a B layer.

For A, $k=0.2/(1+4\pi\times0.2\times1.5)=0.0419$ \AA$^{-1}$, hence $\alpha_\perp=2h^2k=0.189$ \AA; for B, $\alpha_\perp=0.179$ \AA. Equation~(\ref{lw}) gives $W-2\pi/q\to-4\pi^2(26+0.736)=-1055.5$ \AA; the direct solution at $q=10^{-6}$ \AA$^{-1}$ gives $-1055.3$ \AA. The three truncation limits are also reproduced there: 16.21 \AA$^3$ for the outside error divided by $q^2$, 6.96 \AA{} for the inside error, and 1361 \AA$^3$ for the error of $\Delta W$ divided by $q^2$.

For the charge above the stack ($q$ in \AA$^{-1}$, $W$ in eV\,\AA$^2$):
\begin{center}
\begin{tabular}{cccc}
$q$ & direct & monopole & with dipole\\
0.02 & 1919.51 & 2176.53 & 1919.53\\
0.1 & 548.86 & 599.47 & 549.04\\
0.4 & 213.94 & 218.12 & 214.16
\end{tabular}
\end{center}
Although $\alpha_\perp$ is much smaller than $\alpha_\parallel$, omitting dipoles raises $W$ by 13\% at $q=0.02$ and 9\% at $q=0.1$. With dipoles the error is at most 0.1\% of $W$ at the wave numbers listed, and its maximum over $q$ is 0.11\%, near $q=0.3$. It grows as the charge approaches a layer: the maximum is 0.7\% for a charge 3 \AA{} above the top layer's centre, 4\% at 2 \AA, and 0.9\% in the middle of the gap between the second and third layers. Since $2\pi\sum\alpha_\parallel=163$ \AA, even $q=0.02$ lies outside the regime of Eq.~(\ref{lw}).

For the charge inside:
\begin{center}
\begin{tabular}{ccccc}
$q$ & $W$ & $W_N$ & $\Delta W$ & $\Delta W_N$\\
0.02 & 1305.2 & 1404.0 & $-1249.8$ & $-1248.4$\\
0.1 & 159.2 & 249.7 & $-35.0$ & $-32.6$\\
0.2 & 56.9 & 137.8 & $-2.14$ & $-1.25$
\end{tabular}
\end{center}
The error of $W_N$ is 99 eV\,\AA$^2$ at $q=0.02$, close to the limit $6.96\times14.40=100$ from Eq.~(\ref{cusp}). At $q=0.1$ it is 57\% of $W$. Using only the difference removes most of it: the isolated layer has $W=159.2+35.0=194.2$, and $194.2-32.6=161.6$ is 1.5\% above the direct value. Relative to $\Delta W$ itself, the error grows from 0.1\% at $q=0.02$ to 41\% at $q=0.2$, where $\Delta W$ is small. This remainder is a difference of two Ritz errors, so Eq.~(\ref{bound}) does not fix its sign: on the central sheet of the third layer at $q=0.8$, $\Delta W_N$ lies below $\Delta W$ by 0.4\% of $W$. The probes (\ref{harm}) remove the remainder; the tests confirm this to a relative accuracy of $10^{-22}$.

\section{Cost and stability}

A layer with $n$ sheets or grid points costs $O(n^3)$ per wave number, once per layer type. A dense solve for a stack of $L$ layers then has $2L$ unknowns and costs $O(L^3)$, instead of $O(n^3L^3)$ for a dense solve of the direct problem. With the probes (\ref{harm}) the coupling has rank one and decays as $e^{-qD}$, so for a charge above the stack the layers can also be added one at a time, at cost $O(L)$. The matrix $H$ is symmetric and positive definite, so a Cholesky factorization applies; its failure signals inconsistent monolayer data, a wrong sign or, at very small $q$, rounding errors.

At small $q$ the scales separate: $G_{00}\sim q^2$ while $G_{11}$ is finite. Using $f_0/q$ in place of $f_0$ turns $G_{00}$ into $G_{00}/q^2\to-\alpha_\parallel$ and multiplies the monopole profile by $q$, so the monopole coupling becomes $2\pi q\,e^{-qD}$ with the probes (\ref{harm}), and tends to this form at small $q$ with the probes $1,z$. The induced part $W-2\pi/q$ should be stored separately. A second loss occurs in the monolayer step, where a net charge of order $q^2$ is the sum of bond charges of order $\kappa$. With rounding unit $\varepsilon$, the error in $W$ is roughly $\varepsilon\kappa(2\pi/q)^2$. For $\varepsilon=10^{-16}$, $\kappa=0.2$ \AA$^{-1}$ and $q=10^{-6}$ \AA$^{-1}$ this is about $10^{-3}$ \AA, far above the truncation error $16.2\,q^2\approx10^{-11}$ \AA. The limits above were therefore evaluated with 40 digits.

\section{Where the scheme fails}

\emph{Overlapping layers.} If the densities interpenetrate, the local potential has sources inside the layer and the probes (\ref{harm}) lose their exactness. Reducing the spacing to 2.5 \AA, less than the layer thickness of 3 \AA, gives a relative error of $3.7\times10^{-5}$ in $W$ above the stack at $q=0.3$ \AA$^{-1}$. For separated random layers of five sheets the error vanishes to working precision.

\emph{Charge transfer between layers.} Add a bond $\kappa_g$ across a gap $g$, and let $\phi$ be the screened potential without it. If $d$ is the final potential drop on the bond, the bond carries the charge $-\kappa_gd\,b$. This charge is itself screened through $\mathcal W=(1+vP^0)^{-1}v$, so $d=b^T\phi-\kappa_gd\,b^T\mathcal Wb$. By reciprocity its potential at the test charge is $-\kappa_gd\,b^T\phi$, and
\begin{equation}
\delta W=-\frac{\kappa_g(b^T\phi)^2}{1+\kappa_g\,b^T\mathcal Wb}
\;\to\;-\frac{\kappa_g(2\pi g)^2}{1+4\pi\kappa_gg}\quad(q\to0).
\end{equation}
The limit holds for an outside charge that does not lie in the bonded gap itself, so that its field there tends to $2\pi$; unit charges $\pm1$ on the facing sheets produce the drop $4\pi g$. For a charge within that gap the field changes sign at the charge, the drop is smaller, and the limit of $\delta W$ vanishes when the charge is at the middle. Neglecting the transfer thus overestimates $W$, in the same direction as the truncation.

For $\kappa_g=0.01$ \AA$^{-1}$ between the second and third layers, $g=3.5$ \AA, the limit is $-0.01(21.99)^2/1.44=-3.36$ \AA, or $-48.4$ eV\,\AA$^2$. For the charge above the stack, the shift at $q=0.05$ \AA$^{-1}$ is $-2.71$ eV\,\AA$^2$, against a truncation error of 0.06. At $q=0.1$ it is $-0.08$, below the truncation error of 0.18. For the charge on the central sheet of the second layer, next to the bond, the shift decays much more slowly: it is $-7.1$ at $q=0.1$ and $-0.99$ at $q=0.2$, which is 20\% and 46\% of $\Delta W$ and more than the truncation error of $\Delta W_N$. Better probes cannot repair this error, because the missing process is absent from the monolayer data. The numerical output lists the remaining wave numbers and both sides of each limit.

\section*{Numbers as computed}
\begin{verbatim}
e^2/(4 pi eps0) = 14.3996 eV angstrom
sheet offset h = 1.5, layer spacing = 6.5 angstrom
layer A alpha (angstrom): (1.5, 4.0, 1.5) kappa (1/angstrom): (0.2, 0.2)
layer B alpha (angstrom): (1.0, 3.0, 2.0) kappa (1/angstrom): (0.1, 0.3)
stack A/B/A/B; charge above at 24.5, inside at 6.5 angstrom
monolayer responses at q = 0.1 1/angstrom:
  A: G00 = -0.014404 1/angstrom, G01 = 0.000000, G11 = -0.214940 angstrom
  B: G00 = -0.013904 1/angstrom, G01 = -0.001837, G11 = -0.204460 angstrom
W in eV angstrom^2: direct | monopole | monopole+dipole
  q=0.02 above  1919.5141 | 2176.5342 | 1919.5276 ; last error 1.36e-02
  q=0.02 inside 1305.1580 | 1483.5588 | 1403.9728 ; last error 9.88e+01
    v/W = 3.4661; dW direct -1249.7938, monopole+dipole -1248.3576
  q=0.05 above  876.7730 | 987.8124 | 876.8315 ; last error 5.86e-02
  q=0.05 inside 386.1555 | 510.7751 | 482.3788 ; last error 9.62e+01
    v/W = 4.6860; dW direct -238.5848, monopole+dipole -235.8807
  q=0.1 above  548.8583 | 599.4654 | 549.0365 ; last error 1.78e-01
  q=0.1 inside 159.1735 | 256.6825 | 249.7222 ; last error 9.05e+01
    v/W = 5.6841; dW direct -35.0162, monopole+dipole -32.5838
  q=0.2 above  357.4600 | 377.2546 | 357.7799 ; last error 3.20e-01
  q=0.2 inside 56.9389 | 139.0909 | 137.8370 ; last error 8.09e+01
    v/W = 7.9450; dW direct -2.1404, monopole+dipole -1.2528
  q=0.4 above  213.9440 | 218.1232 | 214.1564 ; last error 2.12e-01
  q=0.4 inside 18.8555 | 88.0316 | 87.6851 ; last error 6.88e+01
    v/W = 11.9959; dW direct -0.0369, monopole+dipole -0.0224
random 5-sheet layers, q=0.3: relative error cosh/sinh 0.0e+00, 1/z 9.2e-06
overlapping layers (spacing 2.5 angstrom), q=0.3: cosh/sinh error 3.7e-05
layer A: alpha_par = 7.0000, alpha_perp = 0.1887 angstrom
layer B: alpha_par = 6.0000, alpha_perp = 0.1794 angstrom
long-wave limits, q = 1e-6 1/angstrom: computed | closed form
  W-v above (angstrom): -1055.3042 | -1055.5031
  dW inside (angstrom): -811.3727 | -811.5494
  monopole-only error above (angstrom): 29.0637 | 29.0643
  error above / q^2 (angstrom^3): 16.2082 | 16.2127
  error of W inside (angstrom): 6.9623 | 6.9624
  error of dW inside / q^2 (angstrom^3): 1360.9569 | 1361.2039
gap bond 0.01 1/angstrom across 3.5 angstrom:
  q=0.05 1/angstrom: change of W above = -2.70771 eV angstrom^2
  q=0.1 1/angstrom: change of W above = -0.08259 eV angstrom^2
  q=1e-06 1/angstrom: change of W above = -48.36486 eV angstrom^2
  closed form for q -> 0: -48.36582 eV angstrom^2
\end{verbatim}
